# Does Dyson embedding remove the periodic images of a defect?

**Q.** I want the levels of a single defect, and I distrust supercells because the defect interacts with its periodic copies. So I use Dyson embedding. I compute the Green function of the perfect host from $N$ uniform k-points, insert the defect potential once, and solve the Dyson equation. The potential appears once, so there are no images. Is anything wrong with that?

**A.** The Dyson equation is sound, but the conclusion does not follow from it. The equation inserts your defect into whatever host the Green function describes. We have to ask which host a sum over $N$ k-points describes.

Let me fix the setting. The host is a one-electron Hamiltonian in an orthogonal basis, with a matrix $h_R$ coupling cell $n$ to cell $n+R$ and a finite range in $R$. I use atomic units in the algebra, measure length in cells, and keep the energy $z$ away from the spectra concerned. A Bloch wave $\psi(n)=e^{ikn}u$ turns the Hamiltonian into

$$h(k)=\sum_R h_R e^{ikR}.$$

Your k-points are $k_j=(2\pi j+\theta)/N$ with $j=0,\dots,N-1$. The angle $\theta$ allows for a shifted grid, and $\theta=0$ is the grid containing $k=0$. Your host function is

$$G_\theta(r)=\frac1N\sum_{j=0}^{N-1}e^{ik_jr}\,[z-h(k_j)]^{-1}.$$

**Q.** I read that as a numerical approximation to the infinite-host integral.

**A.** It can serve as one, but it is also the exact Green function of a finite system. Each wave in the sum obeys

$$\psi(n+N)=e^{ik_jN}\psi(n)=e^{i\theta}\psi(n),$$

because $e^{2\pi ij}=1$. These are the Bloch waves of a ring of $N$ cells whose ends are joined with phase $\theta$. They are complete on the ring, since for two cells $n,n'$ between $0$ and $N-1$

$$\frac1N\sum_j e^{ik_j(n-n')}=\delta_{nn'}.$$

In this basis the ring Hamiltonian $H_\theta$ is block diagonal with blocks $h(k_j)$. Its resolvent therefore has blocks $[z-h(k_j)]^{-1}$, and transforming back to cells gives $G_\theta(n-n')$. For $\theta=0$ this is the ordinary periodic ring.

**Q.** Then where are the images? The host is perfect, so there is nothing in it to copy.

**A.** What is copied is the path of the electron. The infinite host has

$$G_\infty(r)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ikr}[z-h(k)]^{-1}.$$

With $z$ off the bands the integrand is smooth and periodic in $k$, so it has a convergent Fourier series,

$$[z-h(k)]^{-1}=\sum_{r'}G_\infty(r')e^{-ikr'}.$$

Insert this in the k-point sum:

$$G_\theta(r)=\sum_{r'}G_\infty(r')\,\frac1N\sum_j e^{ik_j(r-r')}.$$

The inner average vanishes unless $r'=r+mN$ with integer $m$. It then equals $e^{-ik_jmN}=e^{-im\theta}$. Hence

$$G_\theta(r)=\sum_{m=-\infty}^{\infty}e^{-im\theta}G_\infty(r+mN).$$

The term $m=0$ is the function you wanted. The others describe propagation around the ring, or equivalently to the equivalent site $m$ supercells away.

**Q.** Perhaps the Dyson equation cancels those terms, since it sums all scattering from one defect.

**A.** Let us see what it sums. Let $V$ be the defect potential, confined to fewer than $N$ cells, and write $G_\theta$ for the host matrix $(z-H_\theta)^{-1}$. Factor the full inverse:

$$z-H_\theta-V=(z-H_\theta)(1-G_\theta V).$$

Inverting reverses the order of the factors:

$$(z-H_\theta-V)^{-1}=(1-G_\theta V)^{-1}G_\theta.$$

Now use $(1-X)^{-1}=1+X(1-X)^{-1}$ with $X=G_\theta V$:

$$(z-H_\theta-V)^{-1}=G_\theta+G_\theta V(1-G_\theta V)^{-1}G_\theta .$$

The right side is your embedded function. The left side is the Green function of the ring with one defect. No large-$N$ step was used, so nothing has been cancelled.

This is not special to a simple chain. I took a host with two orbitals per cell and second-neighbour hops, a seven-cell ring with $\theta=0.7$, a random Hermitian defect covering three cells, and $z=0.3+1.0i$ eV. Embedding and direct inversion differed by at most $4.4\times10^{-16}$ eV$^{-1}$, which is rounding error.

**Q.** A ring with one defect still contains one defect. Why call that a periodic array?

**A.** Take an infinite line with a defect every $N$ cells. Its Hamiltonian commutes with translation by $N$ cells, so its states can be chosen with $\psi(n+N)=e^{i\theta}\psi(n)$. Within one supercell, the equation for such a state is the equation for your ring with twist $\theta$. The one-defect ring is thus the sector of the array with supercell phase $\theta$. At $\theta=0$ it is the supercell calculation at its own zone centre. Your count of one defect is right; calling that defect isolated is the mistake.

**Q.** How large is the effect on a level I would quote?

**A.** A chain with one orbital per cell lets us work it out. Take hopping $-t$, so $h(k)=-2t\cos k$, and a defect $U<0$ on one site. First we need $G_\infty$. Write $z=-t(\lambda+1/\lambda)$ with $|\lambda|<1$, and put $w=e^{ik}$, so that $dk=dw/(iw)$. For $r\ge0$,

$$G_\infty(r)=\oint_{|w|=1}\frac{dw}{2\pi i}\frac{w^r}{tw^2+zw+t}
=\oint_{|w|=1}\frac{dw}{2\pi i}\frac{w^r}{t(w-\lambda)(w-1/\lambda)}.$$

The only pole inside the circle is $w=\lambda$. Its residue, with reflection symmetry for negative $r$, gives

$$G_\infty(r)=\frac{\lambda^{|r|}}{t(\lambda-1/\lambda)}.$$

Below the band set $\lambda=e^{-\kappa}$ with $\kappa>0$. Then $E=-2t\cosh\kappa$ and

$$G_\infty(r)=-\frac{e^{-\kappa|r|}}{2t\sinh\kappa}.$$

For the ring at $r=0$, let $q=\lambda^N$ and sum the two geometric series of images:

$$\frac{G_\theta(0)}{G_\infty(0)}=1+\frac{qe^{-i\theta}}{1-qe^{-i\theta}}+\frac{qe^{i\theta}}{1-qe^{i\theta}}
=\frac{1-q^2}{1-2q\cos\theta+q^2}.$$

Dividing top and bottom by $2q$, with $q=e^{-\kappa N}$, gives

$$\frac{G_\theta(0)}{G_\infty(0)}=\frac{\sinh\kappa N}{\cosh\kappa N-\cos\theta}.$$

At $\theta=0$ this is $\coth(\kappa N/2)$.

**Q.** And the level is where the Dyson denominator vanishes?

**A.** Yes, outside the host spectrum: $1-UG(0)=0$. For the infinite host this reads $2t\sinh\kappa_b=|U|$, so

$$E_b=-2t\sqrt{1+\sinh^2\kappa_b}=-\sqrt{U^2+4t^2}.$$

For the periodic ring it reads

$$2t\sinh\kappa=|U|\coth(\kappa N/2).$$

The left side rises with $\kappa$ and the right side falls, so there is one solution. Since $\coth>1$, it has $\kappa>\kappa_b$: in this model the embedded level at $\theta=0$ lies below the isolated one for every finite $N$.

For the size of the shift, let $x=e^{-\kappa_bN}$ and assume $Nx\ll1$. To first order the image factor is $1+2x\cos\theta$. Put $\kappa=\kappa_b+\delta\kappa$ in the level condition:

$$2t\cosh\kappa_b\,\delta\kappa=2|U|x\cos\theta .$$

Because $2t\cosh\kappa_b=|E_b|$, we have $\delta\kappa=2|U|x\cos\theta/|E_b|$. The energy changes by $\delta E=-2t\sinh\kappa_b\,\delta\kappa=-|U|\delta\kappa$, so

$$\delta E\simeq-\frac{2U^2}{|E_b|}e^{-\kappa_bN}\cos\theta .$$

**Q.** Please put numbers in.

**A.** I choose round model values: $t=1$ eV, $U=-1$ eV and a cell of 3 Å. The isolated level is $-\sqrt5=-2.2361$ eV, or $-0.08217$ hartree. From $\sinh\kappa_b=0.5$ we get $\kappa_b=0.4812$ per cell, so the bound-state amplitude decays over $3/0.4812=6.23$ Å.

For $N=8$, $x=e^{-3.850}=0.0213$. The estimate is $-(2/2.236)\times0.0213$ eV $=-19.0$ meV. The Dyson equation with eight k-points gives these results, alongside other ring sizes:

| $N$ | embedded level (eV) | image error (meV) | estimate (meV) |
|---:|---:|---:|---:|
| 4 | −2.3429 | −106.9 | −130.5 |
| 8 | −2.2533 | −17.2 | −19.0 |
| 16 | −2.2365 | −0.403 | −0.405 |

Direct diagonalization of the ring with one defect gives the same levels to all eight decimals in the numerical output. The eight-cell error is $-6.32\times10^{-4}$ hartree. At $\theta=0$ the estimate is too large in magnitude for small rings. One reason is that it keeps $\kappa_b$ in the exponential, while the true $\kappa$ of the periodic ring is larger and weakens the images.

To bring the error below 1 meV at $\theta=0$, the estimate requires

$$N>\frac{\ln(0.8944/0.001)}{0.4812}=14.1,$$

hence 15 cells, or 45 Å. Diagonalization also finds 15.

**Q.** Could I shift the k-grid to get rid of the error?

**A.** A shift changes the phase of the images. At $\theta=\pi$, the half-step shift, the first-order error changes sign. The eight-cell level becomes $-2.2143$ eV, about 22 meV above the isolated one. At $\theta=\pi/2$ the first-order term vanishes and the level is $-2.2357$ eV, only 0.4 meV too high. That cancellation occurs because the nearest images on the two sides have equal amplitudes and opposite phases, so together they enter through $\cos\theta$. In this chain it holds for any value of $U<0$, but only to first order. The higher-order terms remain, and they are small only when $Nx\ll1$. For a shallow level they are not: with $U=-0.1$ eV and eight cells the error is $+27$ meV at $\theta=\pi/2$, against $-11$ meV at $\theta=0$.

**Q.** Then I will average over several twists. Surely that removes the images?

**A.** It depends on where you average. Take $M$ twists $\theta_p=2\pi p/M$, with $p=0,\dots,M-1$. Together their k-points are

$$k=\frac{2\pi j+2\pi p/M}{N}=\frac{2\pi(jM+p)}{MN},$$

which is the uniform grid of $MN$ points. If you average the host functions first and then solve the Dyson equation, you have one defect in a ring of $MN$ cells. As $M$ grows, the nearest image recedes and you approach the isolated defect.

If you solve the Dyson equation at each twist and then average, you combine the Bloch sectors of a ring with $MN$ cells and a defect every $N$ cells. That ring has $M$ defects. Increasing $M$ samples the array more finely but leaves the defect spacing at $N$.

The two operations differ because the embedded function on the defect site,

$$G(0)=\frac{G_\theta(0)}{1-UG_\theta(0)},$$

is nonlinear in the host function. Its average is not, in general, the same expression evaluated at the average.

**Q.** Does the order matter visibly in your eight-cell example?

**A.** Yes. With four twists, averaging first gives a level at $-2.236068$ eV, which agrees with the isolated level to the digits shown. Embedding first gives four levels spread over 39 meV, the dispersion of the defect array. Their mean is 1.3 meV above the isolated level. The first-order shifts cancel because the four cosines sum to zero, so this remainder comes from higher orders.

The spectrum shows it too. The local density of states on the defect is $-\mathrm{Im}\,G(0)/\pi$. At $-2.23$ eV with a broadening of 0.02 eV, the isolated value is 6.521 eV$^{-1}$. Averaging before embedding also gives 6.521 eV$^{-1}$; averaging afterwards gives 5.243 eV$^{-1}$, which is 20% below the isolated value.

**Q.** So for a bound state a modest ring is good enough. Can I use the same ring for the density of states inside the band?

**A.** Not on the strength of the bound-state test. Inside the band the host function does not decay over the bound-state length. Away from the band edges its decay length is about $v/\eta$, with $v$ the group velocity at that energy: a faster electron travels farther before it is damped. This estimate fails near an edge, where $v\to0$ but the length stays finite, about $\sqrt{2t/\eta}$ cells in this chain. At the band centre take $z=i\eta$ and $\lambda=ie^{-s}$. Then

$$-t(\lambda+1/\lambda)=-t(ie^{-s}-ie^{s})=2it\sinh s,$$

so $\sinh s=\eta/2t$. With $\eta=0.05$ eV, $s=0.0250$ per cell and the decay length is 120 Å, compared with 6.23 Å for the bound state.

Let $N$ be a multiple of four and $\theta=0$. Then $i^N=1$, so $q=e^{-sN}$ and

$$\frac{G_N(0)}{G_\infty(0)}=\frac{1+e^{-sN}}{1-e^{-sN}}=\coth\frac{sN}{2}.$$

The subscript $N$ marks the periodic ring. Also $G_\infty(0)=-ig$, with $g=1/(2t\cosh s)$. Writing $c=\coth(sN/2)$, the embedded function is

$$\frac{-igc}{1+iUgc}=\frac{-igc(1-iUgc)}{1+U^2g^2c^2},$$

and the local density of states is

$$\rho=\frac1\pi\,\frac{gc}{1+U^2g^2c^2}.$$

For $N=8$, 32, 128 and 512 it is 0.0610, 0.1533, 0.1334 and 0.1273 eV$^{-1}$. The isolated value is 0.1273 eV$^{-1}$.

**Q.** It overshoots before it settles. Is that a numerical fault?

**A.** No, for these ring sizes the formula requires it. As a function of $gc$, $\rho$ has its maximum at $|U|gc=1$. As $N$ grows through multiples of four, $c$ falls towards 1. Here $|U|gc$ is about 5.0 at $N=8$, 1.3 at $N=32$, and 0.54 at $N=128$. It passes through the maximum on the way to its limit of about 0.50. Other sequences behave differently: for even $N$ not divisible by four, $q=-e^{-sN}$ and $c=\tanh(sN/2)<1$, so $\rho$ rises to its limit from below. Two successive ring sizes that happen to agree could therefore lie on opposite sides of the maximum and prove nothing.

The host function itself is a cleaner thing to check. Its relative error is

$$c-1=\frac{2}{e^{sN}-1}.$$

For this to be below $10^{-3}$ we need $sN>\ln2001=7.60$, or $N>304.1$. The next multiple of four is 308 cells, a ring 924 Å long.

**Q.** Could I sharpen the spectrum by reducing $\eta$ as I add k-points?

**A.** Inside the band, away from its edges, you can, provided $\eta N$ grows without bound. At the band centre with $N$ a multiple of four and small $\eta$, $s\simeq\eta/2t$, so the ratio depends on $\eta N/4t$. With 40 cells and $\eta=0.05$ eV the ring-to-infinite ratio is 2.164. With 400 cells and $\eta=0.005$ eV it is again 2.164. Ten times as many k-points have bought no accuracy in the host function, because the electron still circles the ring before it is damped. For the continuous spectrum of the infinite host, take $N\to\infty$ at fixed $\eta$ first, and then let $\eta\to0$. In the opposite order you resolve the discrete levels of the ring.

**Q.** What should I change in my calculation?

**A.** Keep the Dyson equation and repair its input. For this chain, use the closed form of $G_\infty$. For another host, converge the k-sum at the complex energies you need, over all the cell separations that enter the Dyson equation, before you trust the embedded result. These are the separations within the defect block and, if you want the embedded function elsewhere, those to and between the cells you examine. For a bound level the ring length minus the width of the defect must be long compared with the decay length at that energy: two $U=-1$ eV sites six cells apart have an image error of 2.9 meV at $N=16$, against 0.40 meV for one site. Inside the band the same length must be long compared with the decay length of the host function at that complex energy, which away from the band edges is about $v/\eta$.

**Q.** With a converged host function, is my defect finally isolated?

**A.** It is isolated for the potential $V$ you supplied. If $V$ was extracted from a charged periodic supercell, it may already contain the electrostatic potential of images and of a compensating background. An infinite-host Green function then solves the wrong potential accurately. That error has to be removed from $V$ itself.

The chain also leaves out electron interaction, lattice relaxation and long-range defect potentials. Its meV values measure image errors within the model and do not predict the levels of a real defect. The identity between the k-sum and the ring does not depend on those values: it holds for any one-electron host and defect potential of the kind assumed at the start.

## Computed values

```
Hopping t = 1.0 eV; defect potential U = -1.0 eV
Cell length = 3.0 angstrom
General identity, largest error = 4.4e-16 1/eV
General image sum, largest error = 6.2e-16 1/eV
Isolated level = -2.236068 eV = -0.082174 hartree
Decay rate kappa = 0.481212 per cell
Bound-state amplitude decay length = 6.234 angstrom
Bound level: N, Dyson (eV), direct ring (eV), error, estimate (meV)
    4 -2.34292308 -2.34292308 -106.855105 -130.495168
    8 -2.25327161 -2.25327161 -17.203629 -19.038988
   16 -2.23647097 -2.23647097 -0.402991 -0.405268
   32 -2.23606816 -2.23606816 -0.000184 -0.000184
Smallest ring with level error below 1 meV = 15 cells
Length of that ring = 45.0 angstrom
N=8 image error = -17.2036 meV = -6.322e-04 hartree
N=8 level, half-step shifted k-grid = -2.214320 eV
N=8 levels at twists 0, pi/2, pi, 3pi/2 (eV):
  -2.253272 -2.235660 -2.214320 -2.235660
Spread of these levels = 38.952 meV
Mean level minus isolated = 1.3399 meV
Level, four twists averaged before Dyson = -2.23606816 eV
Local DOS test energy = -2.23 eV; broadening = 0.02 eV
Local DOS, average before Dyson = 6.52110 1/eV
Local DOS, average after Dyson = 5.24250 1/eV
Local DOS, isolated defect = 6.52117 1/eV
Band-centre broadening eta = 0.050 eV
Band-centre Green-function decay length = 120.01 angstrom
Band-centre local DOS, isolated defect = 0.127300 1/eV
Band-centre local DOS at defect: N, embedded ring (1/eV)
    8 0.061038
   32 0.153347
  128 0.133396
  512 0.127301
Ring for host error below 0.001 (N multiple of 4) = 308 cells
Length of that ring = 924.0 angstrom
Fixed N*eta: N, eta (eV), ring/infinite host ratio (no unit)
   40 0.050 2.16415
  400 0.005 2.16396
```
